# The Sommerfeld factor and the threshold laws of photoionisation and photodetachment, part 2

The problem is how the photoabsorption cross section $\sigma$ behaves just above threshold. One active electron moves nonrelativistically in a central potential $V(r)$ with a fixed centre, one open channel of the residual system, and the dipole approximation. Atomic units are used, with speed of light $1/\alpha$.

The bound state $u_b(r)Y_{lm}/r$ has energy $E_b=-\kappa^2/2$. The photon energy is $\omega=E-E_b$, and the final electron has $E=k^2/2$ and angular momentum $l'=l\pm1$; $l_>$ is the larger of $l,l'$. Then

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega\sum_{l'=l\pm1}\frac{l_>}{2l+1}D_{l'}^2,\qquad D_{l'}=\int_0^\infty u_{El'}\,r\,u_b\,dr .\tag{14}$$

Also $\sigma=2\pi^2\alpha\,df/dE$, with $df/dE$ the oscillator strength density. With line strengths $f_n$, the Thomas–Reiche–Kuhn (TRK) rule is $\sum f_n+\int(df/dE)dE=1$.

The final radial function $u_{El}$, normalised per unit energy, starts as $N_lr^{l+1}$. Where its amplitude $\mathcal A$ varies slowly,

$$u_{El}\to\sqrt{\frac{2}{\pi q}}\,\sin\vartheta ,\tag{9}$$

with $\vartheta'=q$ and $q^2=2E-2V-l(l+1)/r^2$. For an attractive tail $-Z/r$,

$$\Big|\frac{\mathcal A''}{\mathcal Aq^2}\Big|\le\Big(\frac12+\frac5{16}\Big)\frac1{r^2}\cdot\frac{r}{2Z}=\frac{13}{32\,Zr},\tag{12}$$

so (9) holds for $Zr\gg1+l(l+1)$, uniformly in $E\ge0$.

For a pure Coulomb field $V=-Z/r$, $\eta=-Z/k$ (positive for repulsion, zero for a free wave), and

$$N_l^2=\frac2\pi\,k^{2l+1}C_l^2 ,\tag{10}$$

where $C_l^2=S\,2^{2l}\prod_{s=1}^l(s^2+\eta^2)/[(2l+1)!]^2$ and $S=C_0^2=2\pi\eta/(e^{2\pi\eta}-1)$. At $\eta=0$, $C_l=1/(2l+1)!!$. The regular function of unit amplitude is $F_l(\eta,\rho)=C_l\rho^{l+1}e^{i\rho}M(l+1+i\eta,2l+2,-2i\rho)$, $\rho=kr$, with $M(a,b,z)=\sum_n\frac{(a)_n}{(b)_n}\frac{z^n}{n!}$ and $(a)_n=a(a+1)\cdots(a+n-1)$. Elsewhere $a$ and $b$ are matching coefficients.

For attraction, as $k\to0$,

$$N_l^2\to\frac{4Z\,(2Z)^{2l}}{[(2l+1)!]^2},\tag{11}$$

and $u_{El}\to\sqrt{2r}\,J_{2l+1}(\sqrt{8Zr})$. The zero-energy series of section 7 is $r^{l+1}\sum c_nr^n$, $c_n=(-2Z)^n(2l+1)!/[n!(n+2l+1)!]$.

## 10. Separating the threshold factor

Let $\phi_{l}(r,E)=r^{l+1}w$ be the regular solution with $w(0)=1$, so $u_{El}=N_l\phi_l$. The radial equation $\phi''-l(l+1)\phi/r^2=(2V-2E)\phi$, solved with the homogeneous pair $r^{l+1},r^{-l}$ of Wronskian magnitude $2l+1$, becomes

$$w(r)=1+\int_0^r\frac{s\,[1-(s/r)^{2l+1}]}{2l+1}\,\big(2V(s)-2E\big)\,w(s)\,ds .$$

The kernel is at most $s|2V-2E|$. The $n$th iterate is an ordered $n$-fold integral, bounded by $X^n/n!$ with $X=\int_0^rs|2V-2E|ds$, and it is a polynomial in $E$. For potentials no more singular than $1/r$, $X$ is finite, and $\phi_l$ is an entire function of $E$ at fixed $r$. Then

$$D_{l'}=N_{l'}(k)\,\mathcal M_{l'}(E),\qquad\mathcal M_{l'}=\int_0^\infty\phi_{l'}\,r\,u_b\,dr .$$

For small $E\ge0$, $\phi$ grows no faster than a power of $r$ when the tail is attractive or short-ranged, and no faster than a power times $e^{\sqrt{8|Z|r}}$ when it is a repulsive Coulomb tail (the series of section 7 with $Z\to-|Z|$), while $u_b$ falls as $e^{-\kappa r}$ times a power of $r$, so $\mathcal M$ tends to a finite $\mathcal M(0)$. The photon energy tends to $|E_b|$. Unless $\mathcal M(0)=0$, the threshold behaviour of each channel is that of $N_{l'}^2$.

## 11. Neutral atoms: an attractive tail

A neutral atom leaves an ion of charge $Z=1$. For a pure Coulomb final state (11) applies directly, and $\sigma$ has a finite limit in both channels. The cancellation is $k^{2l'+1}\times k^{-1}\times k^{-2l'}$, the second factor coming from $S$ and the third from the product in $C_{l'}^2$.

With a core, $V=-Z/r$ holds outside some radius. Choose $R$ beyond it with $ZR\gg1+l'(l'+1)$. By (12), $N\phi=\sqrt{2/\pi q}\sin\vartheta$ and $N\phi'=\sqrt{2q/\pi}\cos\vartheta$ up to corrections that vanish as $R$ grows, uniformly in $E\ge0$. Eliminating $\vartheta$,

$$N^{-2}=\frac\pi2\Big(q\phi^2+\frac{\phi'^2}{q}\Big)_R .\tag{15}$$

At $E\to0$, $\phi$ and $\phi'$ are continuous and cannot both vanish, and $q(R)>0$. So $N^2$ has a finite nonzero limit for every $l'$. Its value follows from the zero-energy solution. Outside the core $\phi=a\sqrt{2r}J_{2l+1}+b\sqrt{2r}Y_{2l+1}$, where the Neumann function $Y$ has the same amplitude as $J$ at large argument and lags a quarter period. The amplitude of $\phi$ is $\sqrt{a^2+b^2}$ times the normalised one, so $N^2=1/(a^2+b^2)$. Within this model the threshold cross section of a neutral atom is finite, and it is nonzero unless $\mathcal M(0)$ vanishes in every allowed channel. For a repulsive tail, as left by a multiply charged anion, the pure Coulomb $N_{l'}^2$ vanishes as $e^{-2\pi\eta}$, faster than any power of $k$.

## 12. Hydrogen 1s

Here $u_b=2re^{-r}$, $l'=1$, $\omega=(1+k^2)/2$ and $\phi_1=r^2e^{ikr}M(2+i\eta,4,-2ikr)$. Define $L(p)=\int_0^\infty r\,\phi_1e^{-pr}dr$, so that $\mathcal M=2\int r^2\phi_1e^{-r}dr=-2L'(1)$. With $s=p-ik$, $\gamma=-2ik$, $\mu=2+i\eta$, integrate term by term using $\int r^{n+3}e^{-sr}dr=(n+3)!/s^{n+4}$ and $(4)_n=(n+3)!/6$:

$$L=\frac6{s^4}\sum_n\frac{(\mu)_n}{n!}\Big(\frac\gamma s\Big)^n=6s^{\mu-4}(s-\gamma)^{-\mu}.$$

The binomial series converges for large $p$, and both sides are analytic for $\operatorname{Re}p>0$, so the result holds at $p=1$. Now $s-\gamma=p+ik=s^*$. With $s=|s|e^{-i\theta}$, $\theta=\arctan(k/p)$, one has $s^{-2+i\eta}(s^*)^{-2-i\eta}=|s|^{-4}(e^{-2i\theta})^{i\eta}$, so $L=6(p^2+k^2)^{-2}e^{2\eta\theta}$. Since $\partial_p\theta=-k/(p^2+k^2)$, $-L'=L\,(4p+2\eta k)/(p^2+k^2)$, and

$$\mathcal M=\frac{12\,(4+2\eta k)}{(1+k^2)^3}\,e^{2\eta\arctan k}.\tag{16}$$

For the true final state $\eta k=-1$, so $\mathcal M=24(1+k^2)^{-3}e^{-2\arctan(k)/k}$. From (10), $N_1^2=\frac2\pi k^3\cdot\frac19(1+k^{-2})\cdot\frac{2\pi/k}{1-e^{-2\pi/k}}=\frac49\frac{1+k^2}{1-e^{-2\pi/k}}$. With $576\times\frac49=256$,

$$D^2=\frac{256}{(1+k^2)^5}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}}.\tag{17}$$

At threshold $D^2=256e^{-4}=4.68880$. With $\omega=\frac12$, $df/dE=\frac23\omega D^2=4.68880/3=1.56293$ per hartree, and

$$\sigma(0)=2\pi^2\alpha\times1.56293=\frac{2^9\pi^2\alpha}{3e^4}=0.22513\,a_0^2=6.3043\ \text{Mb},$$

for the nonrelativistic dipole problem with a fixed nucleus. Above threshold, $\arctan(k)/k\simeq1-k^2/3$ and $\omega D^2\propto(1+k^2)^{-4}e^{4k^2/3}$, so $\sigma\simeq\sigma(0)(1-\frac83k^2)$. At $k=0.1$ this is $0.22513\times0.9733=0.2191$, against $0.2192$ from (17).

To isolate the role of the tail, keep the 1s state and replace the final state by a free p wave. Setting $\eta=0$ in (16) gives $\mathcal M=48(1+k^2)^{-3}$, and $N_1^2=2k^3/9\pi$, so $D^2=(512/\pi)k^3(1+k^2)^{-6}$. The cross sections in $a_0^2$ are:

| $k$ | Coulomb | free | free $\times S$ | free $\times9C_1^2$ |
|---|---|---|---|---|
| 0.02 | 0.2249 | $6.248\times10^{-5}$ | 0.01963 | 49.09 |
| 0.1 | 0.2192 | 0.007445 | 0.4678 | 47.25 |
| 0.3 | 0.1787 | 0.1373 | 2.876 | 34.83 |
| 1.0 | 0.03326 | 0.2445 | 1.539 | 3.079 |

The free result vanishes as $k^3$. Multiplied by $S\simeq2\pi/k$ it still vanishes, as $k^2$. Multiplied by the full enhancement $9C_1^2$ it has the right $N_1^2$ and a finite limit, but the wrong $\mathcal M$: the ratio to the true value at threshold is $(48/24e^{-2})^2=4e^4=218.39$, and $49.09/0.2249$ is about $218$. The factor $C_l^2$ describes the wave at $r\ll1/Z$, whereas the dipole integral samples $r$ of a few times $1/\kappa$, where $\phi_1$ has already bent away from $r^2$ towards the first node of the Bessel function. The factor fixes the power of $k$ and not the magnitude. The table also shows the free wave exceeding the Coulomb result sevenfold at $k=1$. This does not disappear at high energy: in (16) $\eta k=-1$ for all $k$, so as $k\to\infty$, where $N_1^2$ and the exponential approach their free values, the ratio tends to $(4/2)^2=4$ in this length form of the matrix element.

The finite threshold value continues the Rydberg series. The normalised state is $u_{np}=[(2/n)^3(n-2)!/(2n(n+1)!)]^{1/2}\,r\,(2r/n)\,e^{-r/n}L^{3}_{n-2}(2r/n)$ with $L^3_{n-2}(0)=(n+1)n(n-1)/6$. The square of its $r^2$ coefficient is $\frac{16}{n^6}\cdot\frac{(n+1)n(n-1)}{36}=\frac49(1-n^{-2})/n^3$. This is $N_1^2$ at $k^2=-1/n^2$, without the factor $1/(1-e^{-2\pi/k})$, times the level spacing $dE_n/dn=1/n^3$. Because $\phi_1$ is entire in $E$, $\mathcal M$ continues to the same point. Hence $n^3f_n=(df/dE)_0\,[1+8/3n^2+\dots]$. Quadrature gives $n^3f_n=1.74229$, $1.60537$, $1.56757$ for $n=5,10,30$, and $1.56293\times(1+8/2700)=1.56756$.

Three further tests bear on the normalisation. The lines sum to $0.565004$ and the continuum (17) to $0.434996$, together $1.000000$. Diagonalisation in a box of radius $300\,a_0$, with squared dipoles divided by level spacings, gives $D^2=4.6602$ at $E=8.30\times10^{-4}$ Ha and deviates from (17) by at most $4.8\times10^{-5}$ relative to it over the positive levels examined. A time-dependent solution for a weak Gaussian pulse centred at $\omega=0.55$ Ha gives an excitation probability $1.8456\times10^{-4}$, against $1.8458\times10^{-4}$ from (14) and the photon fluence.

## 13. A model atom with a core

Take $V=-(1+2e^{-2r})/r$, with round parameters. Its lowest p state lies at $-0.1337$ Ha. For the s channel $a=0.07939$, $b=-0.2819$, so $a^2+b^2=0.00630+0.07947=0.08577$ and $N_0^2=11.7$, against $4$ without the core. For the d channel $a=9.48$, $b=-0.0831$, $a^2+b^2=89.9$ and $N_2^2=0.0111$, against $0.00444$. The cross sections at $k=0$, $0.005$, $0.1$ are $0.03668$, $0.03667$, $0.03369\,a_0^2$ for s and $0.5416$, $0.5415$, $0.4885\,a_0^2$ for d. The total at threshold is $0.578\,a_0^2$, about $16$ Mb with the conversion $6.3043/0.22513=28.0$ Mb per $a_0^2$. The core changes the values, and both channels open with a step. The program tests $N^2=1/(a^2+b^2)$ against the amplitude found at large radius, and the convergence of $D$ to a nonzero limit.

## 14. Negative ions: Wigner's law

A singly charged anion leaves a neutral system, $\eta=0$, and the argument from (15) fails because at every fixed $R$ outside the potential $q^2\to-l'(l'+1)/R^2\le0$ as $k\to0$, so no positive local wavenumber survives at threshold. Suppose first that $V=0$ for $r>R$. The free solutions in $x=kr$ are $\hat\jmath_l=F_l(0,x)\to\sin(x-l\pi/2)$ and $\hat n_l\to-\cos(x-l\pi/2)$, with Wronskian $\hat\jmath\hat n'-\hat\jmath'\hat n=\sin^2+\cos^2=1$. At small $x$, $\hat\jmath\simeq x^{l+1}/(2l+1)!!$ and $\hat n\simeq-\nu x^{-l}$. The Wronskian then reads $\nu(l+l+1)/(2l+1)!!=1$, so $\nu=(2l-1)!!$, with $(-1)!!=1$.

Outside $R$, $\phi=a\hat\jmath+b\hat n$ has asymptotic amplitude $\sqrt{a^2+b^2}$, so by (9)

$$N^2=\frac{2}{\pi k\,(a^2+b^2)}.\tag{18}$$

At $E=0$, $\phi=Ar^{l+1}+Br^{-l}$ outside $R$, with $A=(l\phi+r\phi')/[(2l+1)r^{l+1}]$, as substitution of each term shows. For $kR\ll1$, $\phi(R,E)$ differs from its zero-energy value by $O(k^2)$, and so do the small-$x$ forms in relative terms. Comparing powers of $r$, $a=A(2l+1)!!\,k^{-l-1}$ and $b=-Bk^l/(2l-1)!!$ to leading order. If $A\ne0$, $b^2/a^2\propto k^{4l+2}\to0$, and with $D_0=\mathcal M(0)$,

$$D_{l'}^2\to\frac2\pi\,\frac{k^{2l'+1}}{[(2l'+1)!!]^2}\Big(\frac{D_0}{A}\Big)^2,\qquad\sigma_{l'}\propto k^{2l'+1}\propto(\omega-|E_b|)^{l'+1/2}.\tag{19}$$

The short-range potential rescales the free result by $A^{-2}$ and changes $D_0$, and leaves the power alone. An s electron goes to $l'=1$ and $\sigma\propto k^3$. For $l\ge1$ the channel $l'=l-1$ dominates by four powers of $k$, so a p electron gives $\sigma\propto k$.

## 15. Model anions

Take $V=-V_0e^{-r^2/4}$, again with round parameters. For $V_0=0.5$ Ha the s state lies at $-0.0189$ Ha, and for $l'=1$, $A=0.4736$, $D_0=1656$. Then $D_0/3A=1165.5$, and $(2/\pi)\times1165.5^2=8.65\times10^5$. The printed prediction is $8.6472\times10^5$, and direct integration at $k=0.001$ gives $D^2/k^3=8.6463\times10^5$. The logarithmic slope of $D^2$ between $k=0.002$ and $0.004$ is $2.9982$.

The small deficit measures the first correction. If $D^2\propto k^3(1-\zeta k^2)$, the slope is $3-\zeta(16-4)\times10^{-6}/\ln2$, so $\zeta\approx0.0018\times0.693/(1.2\times10^{-5})\approx104$, uncertain by about $3$ from the rounding of the slope. An estimate follows from the region outside the well, where $u_b\propto e^{-\kappa r}$ and $\phi_1$ is nearly free: then $\mathcal M\propto L(\kappa)=6(\kappa^2+k^2)^{-2}$ at $\eta=0$, so, leaving out the $k^2$ correction to $N_1^2$, $\zeta\approx4/\kappa^2=4/0.0378\approx106$. For this weakly bound state the law needs $k^2\ll\kappa^2/4$. The cross section is $0.001554$, $0.03944$, $0.7833\,a_0^2$ at $k=0.01$, $0.03$, $0.1$. The first ratio is $25.4$, against $27$ for the bare power.

For $V_0=1.7$ Ha the p state lies at $-0.0406$ Ha. For $l'=0$, $A=-0.3357$, $D_0=-22.25$, and $(2/\pi)(66.28)^2=2.80\times10^3$; predicted and computed coefficients are $2795.6$ and $2795.5$, the slope $0.9992$. For $l'=2$, $A=0.1997$, $D_0=1923$, $D_0/15A=642$, and $(2/\pi)\times642^2=2.62\times10^5$; the coefficients are $2.6226\times10^5$ and $2.6224\times10^5$, the slope $4.9992$. At $k=0.01$ the s channel gives $0.03621\,a_0^2$ and the d channel $6.79\times10^{-8}\,a_0^2$. At $k=0.1$ they give $0.2693$ and $0.00483\,a_0^2$.

## 16. Where Wigner's law fails

Let $V$ have a tail beyond $R$. Write $\phi=a(r)\hat\jmath+b(r)\hat n$ with $a'\hat\jmath+b'\hat n=0$. The radial equation then gives $k(a'\hat\jmath_x+b'\hat n_x)=2V\phi$, and with the unit Wronskian $a'=-2V\phi\,\hat n/k$, $b'=2V\phi\,\hat\jmath/k$. To first order in the tail $\phi\simeq a\hat\jmath$, so $a'/a=-2V\hat\jmath\hat n/k$ and $b'/a=2V\hat\jmath^2/k$. Both $|\hat\jmath\hat n|/x$ and $\hat\jmath^2/x$ are bounded, being $1/(2l+1)$ and $0$ at $x\to0$ and falling as $1/x$ at large $x$. Both changes are therefore at most a constant times $\int_R^\infty2r|V|dr$, uniformly in $k$. If $V$ falls as $r^{-2-\epsilon}$ with $\epsilon>0$, or faster, this integral converges and is made small by taking $R$ large, and the leading power in (19) survives. Merely falling faster than $r^{-2}$ does not give (19) with a finite coefficient. For a tail $-\beta/(r^2\ln r)$ the integral diverges: at $kr\ll1$, $a'/a\simeq-2\beta/[(2l+1)r\ln r]$, and integrating out to $r\sim1/k$ gives $N^2\propto k^{2l+1}(\ln1/k)^{4\beta/(2l+1)}$, the same power times a logarithmic factor. The polarisation tail $r^{-4}$ of a neutral atom meets the condition, with $\epsilon=2$. The Coulomb tail does not.

The borderline is $V\to-\beta/r^2$. It merges with the centrifugal term: $\lambda(\lambda+1)=l(l+1)-2\beta$. The outer equation still has no length scale, so its unit-amplitude solutions depend on $x=kr$ and start as $x^{\lambda+1}$, $x^{-\lambda}$. The matching of section 14 gives $a\propto k^{-\lambda-1}$ and $N^2\propto k^{2\lambda+1}$, with $2\lambda+1=\sqrt{(2l+1)^2-8\beta}$, provided the root is real and positive. For the central model $V=-0.5/(r^2+1)$, $l=1$, the exponent is $\sqrt5=2.2361$ in place of $3$, and the computed slope of $N^2$ is $2.2360$.

The law also fails when $A=0$, a zero-energy state in the final channel. For $l=0$, $a$ is then $O(k^2)/k=O(k)$ while $b=-B\neq0$, and (18) gives $N^2\to2/(\pi kB^2)$: the cross section rises as $k^{-1}$ towards threshold. If $A$ is small but not zero, $N^2\simeq(2k/\pi)/(A^2+k^2B^2)$ to leading order in both $A$ and $k$ (the $O(k^2)$ shift $ck^2$ of $A$ adds $2Ac\,k^2$ to the denominator, small beside $k^2B^2$ only because $A$ is small), and the linear law is confined to $k\ll|A/B|$.

One potential shows both cases. For $V=-\alpha_p/[2(r^2+1)^2]$, $l=0$, $E=0$, try $u=\sqrt{1+r^2}\sin\chi$, $\chi=\mu_p\arctan r$. Then $u'=(r\sin\chi+\mu_p\cos\chi)/\sqrt{1+r^2}$. In the second derivative the two cosine terms $\pm\mu_pr\cos\chi\,(1+r^2)^{-3/2}$ cancel, leaving $u''=(1-\mu_p^2)u/(1+r^2)^2$, so $\mu_p^2=1+\alpha_p$. At large $r$, $u\to r\sin(\mu_p\pi/2)$, and $A\propto\sin(\mu_p\pi/2)$. For $\alpha_p=4$, $\mu_p=\sqrt5$, $A\ne0$, and the computed slope of $N^2$ is $0.9994$: the $r^{-4}$ tail leaves the exponent $1$. For $\alpha_p=3$, $\mu_p=2$, $A=0$, and the computed slope is $-0.9997$, against the predicted $-1$.

## Computed values

```
C_l^2 (dimensionless), Z=+1 attractive, Z=-1 repulsive: formula, ODE
 k=0.05 1/a0 eta=-20 l=0: 125.664 125.664
 k=0.05 1/a0 eta=-20 l=1: 5599.02 5599.02
 k=1.0 1/a0 eta=-1 l=0: 6.29494 6.29494
 k=1.0 1/a0 eta=-1 l=1: 1.39888 1.39888
 k=0.5 1/a0 eta=2 l=0: 4.38234e-05 4.38234e-05
 k=0.5 1/a0 eta=2 l=1: 2.43463e-05 2.43463e-05
N_l^2 at E=0, Z=1, l=0: 4 a.u.
N_l^2 at E=0, Z=1, l=1: 0.444444 a.u.
N_l^2 at E=0, Z=1, l=2: 0.00444444 a.u.
H 1s sigma (a0^2): k, omega(Ha), formula, ODE, free p, free*C0^2, free*9C1^2
 threshold D^2=4.68880 a.u., df/dE=1.56293 1/Ha
 threshold sigma=0.22513 a0^2 = 6.3043 Mb
 0.02 0.5002 0.2249 0.2249 6.248e-05 0.01963 49.09
 0.1 0.5050 0.2192 0.2192 0.007445 0.4678 47.25
 0.3 0.5450 0.1787 0.1787 0.1373 2.876 34.83
 1.0 1.0000 0.03326 0.03326 0.2445 1.539 3.079
overshoot factor 4 e^4 = 218.39
n^3 f(1s-np) (1/Ha), n=5,10,30: 1.74229 1.60537 1.56757
TRK: lines 0.565004 + continuum 0.434996 = 1.000000
box R=300 a0: E=8.30e-04 Ha, D^2=4.6602 a.u.; worst rel. dev. 4.8e-05
pulse F0=0.001, tau=60.0, omega=0.55 a.u.: P=1.8456e-04, sigma*fluence=1.8458e-04
model atom -(1+2exp(-2r))/r: p state E=-0.1337 Ha; sigma (a0^2) at k=0,0.005,0.1
 p->l=0: a=0.07939 b=-0.2819 sigma 0.03668 0.03667 0.03369
 p->l=2: a=9.48 b=-0.0831 sigma 0.5416 0.5415 0.4885
anion -V0 exp(-r^2/4): slope dlnD^2/dlnk, D^2/k^(2l+1) predicted, computed (a.u.)
 V0=0.5 Ha, initial l=0, E=-0.0189 Ha
  ->l=1: A=0.4736 D0=1656 slope 2.9982 coef 8.6472e+05 8.6463e+05
   sigma (a0^2) at k=0.01,0.03,0.1: 0.001554 0.03944 0.7833
 V0=1.7 Ha, initial l=1, E=-0.0406 Ha
  ->l=0: A=-0.3357 D0=-22.25 slope 0.9992 coef 2795.6 2795.5
   sigma (a0^2) at k=0.01,0.03,0.1: 0.03621 0.1059 0.2693
  ->l=2: A=0.1997 D0=1923 slope 4.9992 coef 2.6226e+05 2.6224e+05
   sigma (a0^2) at k=0.01,0.03,0.1: 6.79e-08 1.603e-05 0.004831
slope dlnN^2/dlnk between k=0.002 and 0.004: computed, predicted
 -0.5/(r^2+1), l=1: 2.2360 2.2361
 alpha_p=4, l=0: 0.9994 1.0000
 alpha_p=3, l=0: -0.9997 -1.0000
```
